# Why a Partially Stripped Fast Ion Stops Like a Larger Charge

By a simple estimate, a boron ion driven into silicon at 3 MeV has lost its outer electrons but keeps its two innermost ones. From far away it is a charge of 3. The silicon electrons that take up its energy are not all far away, however: some pass through the small cloud of bound electrons, where the nuclear charge of 5 is only partly screened. Which charge governs the energy loss?

Let the ion have nuclear charge $Z$, $N$ bound electrons with $0<N\le Z$, net charge $Q=Z-N$ and speed $v$. Its effective stopping charge is defined by

$$Z_{\rm eff}^2=\frac{S_{\rm ion}(v)}{S_1(v)},$$

where $S$ is the energy lost per unit path and $S_1$ belongs to a point unit charge at the same speed. The cloud is taken as spherical and frozen, and the medium responds linearly. Formulas are in Hartree atomic units ($\hbar=m_e=e=1$).

## The charge seen at a given wavenumber

The Brandt-Kitagawa model gives the bound electrons the number density

$$\rho(r)=\frac{N}{4\pi\Lambda^2 r}e^{-r/\Lambda},$$

with one length $\Lambda$. Its Fourier transform, after integration over angles, is

$$\rho_k=\frac{4\pi}{k}\int_0^\infty r\rho\sin kr\,dr
=\frac{N}{k\Lambda^2}\,\frac{k}{\Lambda^{-2}+k^2}=\frac{N}{1+k^2\Lambda^2}.$$

Electrons subtract from the nuclear charge, so a disturbance of wavenumber $k$ sees

$$Z_k=Z-\frac{N}{1+k^2\Lambda^2}.$$

This rises from $Q$ at $k\Lambda\ll1$ to $Z$ at $k\Lambda\gg1$. Long waves cannot resolve the cloud; short ones reach inside it.

The length follows from minimising the ion's energy. The Thomas-Fermi kinetic energy is

$$\frac{3}{10}(3\pi^2)^{2/3}\!\int\!\rho^{5/3}d^3r=\frac{cN^{5/3}}{\Lambda^2},\qquad
c=\frac{3}{10}\Big(\frac{3\pi}{4}\Big)^{2/3}\Gamma(\tfrac43)\Big(\frac35\Big)^{4/3}=0.240.$$

Here the radial integral is $\int_0^\infty r^{1/3}e^{-5r/3\Lambda}dr=\Gamma(4/3)(3\Lambda/5)^{4/3}$. The nuclear attraction is $-Z\int\rho\,d^3r/r=-ZN/\Lambda$. For the repulsion, the number of electrons inside radius $r=x\Lambda$ is $N[1-(1+x)e^{-x}]$. Building the cloud shell by shell costs

$$\frac{N^2}{\Lambda}\int_0^\infty e^{-x}[1-(1+x)e^{-x}]dx
=\frac{N^2}{\Lambda}\Big(1-\frac12-\frac14\Big)=\frac{N^2}{4\Lambda}.$$

The model multiplies this repulsion by a weight $w$, which makes up for the restricted shape of the cloud. Setting $dE/d\Lambda=0$ gives

$$\Lambda=\frac{2cN^{2/3}}{Z-wN/4},\qquad E_{\min}=-\frac{N^{1/3}(Z-wN/4)^2}{4c}.$$

The weight is fixed by requiring zero chemical potential, $\partial E_{\min}/\partial N=0$, for the neutral atom $N=Z$. After common factors are removed, this reads $\frac13(1-w/4)=2(w/4)$, so $w=4/7$ and

$$\Lambda=\frac{2cN^{2/3}}{Z-N/7}.$$

For $Z=5$, $N=2$ this is $0.4801\times1.587/4.714=0.1617$, or 0.00855 nm.

## Stopping as an average over wavenumbers

The moving ion produces in the medium the potential

$$\phi(\mathbf r,t)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi Z_k}{k^2\varepsilon(k,\mathbf k\cdot\mathbf v)}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf vt)}.$$

The force on the ion is its own charge density times $-\nabla\phi$, integrated over space. The density supplies a second factor $Z_k$, and the gradient supplies $-i\mathbf k$. The real part of $1/\varepsilon$ is even in frequency, so it cancels between $\mathbf k$ and $-\mathbf k$; the imaginary part survives. The retarding force is therefore

$$S=\frac{1}{2\pi^2}\int d^3k\,\frac{Z_k^2}{k^2}\,\frac{\mathbf k\cdot\mathbf v}{v}\,
{\rm Im}\frac{-1}{\varepsilon(k,\mathbf k\cdot\mathbf v)}.$$

With $\omega=\mathbf k\cdot\mathbf v$, the volume element is $d^3k=2\pi k^2dk\,d\omega/(kv)$. The integrand is even in $\omega$, hence

$$S=\frac{2}{\pi v^2}\int_0^\infty\frac{dk}{k}Z_k^2\int_0^{kv}\omega\,{\rm Im}\frac{-1}{\varepsilon(k,\omega)}\,d\omega .$$

A passive medium absorbs energy and does not supply it, so ${\rm Im}(-1/\varepsilon)\ge0$ for $\omega>0$. The same nonnegative weight multiplies $Z_k^2$ for the ion and 1 for the unit charge. Thus $Z_{\rm eff}^2$ is a weighted average of $Z_k^2$. Since $0\le Q<Z_k<Z$ at every finite $k>0$,

$$Q<Z_{\rm eff}<Z .$$

Within linear response this holds for any homogeneous, isotropic and passive medium that stops the ion. The lower bound does not need the Brandt-Kitagawa shape: any spherical cloud of nonnegative density has $\rho_k<N$ for $k>0$, and so $Z_k>Q$.

The condition $N\le Z$ matters. For a negative ion with $Z=1$, $N=2$, $Z_k$ starts at $-1$ and passes through zero at $k\Lambda=1$. Penetration first weakens such an ion. At the boron ion's speed in the medium below, the model gives it $Z_{\rm eff}=0.68$, less than $|Q|=1$.

## A medium that can be solved

Let the medium be an electron gas of density $n$, with plasma frequency $\omega_p=\sqrt{4\pi n}$ and Fermi speed $v_F$. In the plasmon-pole model all absorption at wavenumber $k$ sits at one frequency:

$${\rm Im}\frac{-1}{\varepsilon}=\frac{\pi\omega_p^2}{2\omega_k}\delta(\omega-\omega_k),\qquad
\omega_k^2=\omega_p^2+\beta^2k^2+\frac{k^4}{4},\qquad \beta^2=\frac35v_F^2.$$

At small $k$ this is a plasmon, at large $k$ the recoil energy $k^2/2$ of a free electron. The frequency integral equals $\pi\omega_p^2/2$ if $\omega_k<kv$ and zero otherwise. The limits solve $\omega_k^2=k^2v^2$, a quadratic in $k^2$:

$$k_{2,1}^2=2\Big[(v^2-\beta^2)\pm\sqrt{(v^2-\beta^2)^2-\omega_p^2}\Big],\qquad k_1k_2=2\omega_p .$$

For a fast ion, $k_2\approx2v$ is the momentum given to an electron in a head-on collision, and $k_1\approx\omega_p/v$ marks passes so slow that the medium follows adiabatically. With $L=\ln(k_2/k_1)$,

$$S=\frac{\omega_p^2}{v^2}\int_{k_1}^{k_2}Z_k^2\frac{dk}{k},\qquad S_1=\frac{\omega_p^2}{v^2}L .$$

Put $u=k^2\Lambda^2$, so that $dk/k=du/2u$, and expand the square:

$$\frac{Z_k^2}{u}=\frac{Z^2}{u}-\frac{2ZN}{u(1+u)}+\frac{N^2}{u(1+u)^2}.$$

The partial fractions are $\frac1{u(1+u)}=\frac1u-\frac1{1+u}$ and $\frac1{u(1+u)^2}=\frac1u-\frac1{1+u}-\frac1{(1+u)^2}$. The coefficient of $1/u$ becomes $Z^2-2ZN+N^2=Q^2$; that of $1/(1+u)$ becomes $2ZN-N^2=Z^2-Q^2$. So

$$\frac{Z_k^2}{u}=\frac{Q^2}{u}+\frac{Z^2-Q^2}{1+u}-\frac{N^2}{(1+u)^2}.$$

Integrating, with the factor $\frac12$, gives $Z_{\rm eff}^2=Q^2+X/L$, where the excess is

$$X=\frac{Z^2-Q^2}{2}\ln\frac{1+u_2}{1+u_1}-\frac{N^2}{2}\Big(\frac1{1+u_1}-\frac1{1+u_2}\Big).$$

Three cases show how it behaves.

**Compact cloud**, $k_2\Lambda\ll1$, with $Q>0$. Here $Z_k^2-Q^2\approx2QNk^2\Lambda^2$, and for $k_1\ll k_2$ the excess is $X\approx QN\Lambda^2k_2^2$. Taking the square root to first order,

$$Z_{\rm eff}\approx Q+\frac{N\Lambda^2k_2^2}{2L}.$$

The increase vanishes when no collision resolves the cloud.

**Neutral atom**, $Q=0$. The long-range part is gone, but $X$ remains positive. For $u_1\ll u_2\ll1$, expansion to second order gives $X\approx Z^2u_2^2/4$. A neutral atom is stopped entirely through its interior.

**Very high speed with $N$ held fixed.** Now $k_2\Lambda\gg1\gg k_1\Lambda$, and $X\approx(Z^2-Q^2)\ln(k_2\Lambda)-N^2/2$. As $v$ grows, $\ln(2v\Lambda)/\ln(2v^2/\omega_p)$ tends to $\frac12$, so $Z_{\rm eff}^2\to(Q^2+Z^2)/2$. Half of the logarithm comes from distant collisions that see $Q$, half from close ones that see $Z$. This is a formal nonrelativistic limit, approached slowly; a real ion would be stripped on the way.

## What penetration means in space

Consider a target electron at rest, passed by the ion on a straight line at impact parameter $b$. The impulse is the transverse field integrated along the path, divided by $v$. Surround the path with an infinite cylinder of radius $b$. Its distant ends carry no flux, so Gauss's law gives

$$2\pi b\int E_\perp dx=4\pi Z_b,\qquad \Delta p=\frac{2Z_b}{vb},$$

where $Z_b$ is the ion charge inside the cylinder. Of a spherical shell with radius $r>b$, a fraction $\sqrt{1-b^2/r^2}$ lies outside. The fraction of the whole cloud outside is therefore

$$\frac1{\Lambda^2}\int_b^\infty\!\sqrt{r^2-b^2}\,e^{-r/\Lambda}dr
=\frac{b^2}{\Lambda^2}\int_0^\infty\!\sinh^2t\,e^{-(b/\Lambda)\cosh t}dt=\frac b\Lambda K_1\Big(\frac b\Lambda\Big),$$

by the substitution $r=b\cosh t$ and the integral form of the modified Bessel function $K_1$. Hence

$$Z_b=Q+N\frac b\Lambda K_1\Big(\frac b\Lambda\Big).$$

For the boron ion, $Z_b$ is 3.10 at $b=4\Lambda$, 3.56 at $2\Lambda$, 4.20 at $\Lambda$ and 4.66 at $\Lambda/2$. An electron passing outside the cloud feels 3; one that enters feels more.

The energy transfer is $\Delta p^2/2=2Z_b^2/(v^2b^2)$. Summed over rings of area $2\pi b\,db$, it gives

$$S=\frac{4\pi n}{v^2}\int Z_b^2\frac{db}{b}=\frac{\omega_p^2}{v^2}\int Z_b^2\frac{db}{b},$$

the same form as the integral over $k$. The cutoffs can be matched through the excess. With $x_0=b_{\min}/\Lambda\ll1$ and $\gamma$ Euler's constant,

$$\int_{x_0}^\infty K_1dx\approx\ln\frac2{x_0}-\gamma,\qquad
\int_{x_0}^\infty xK_1^2dx\approx\ln\frac2{x_0}-\gamma-\frac12 .$$

Weighted by $2QN$ and $N^2$, whose sum is $Z^2-Q^2$, they give $(Z^2-Q^2)(\ln\frac2{x_0}-\gamma)-\frac{N^2}2$. This equals the high-speed form of $X$ when $k_{\max}=2e^{-\gamma}/b_{\min}$. The integral over wavenumbers and the integral over impact parameters then give the same excess.

The correspondence has a limit. In the boron example the cutoff matched to $k_2$ is $1.08\Lambda$, which is not small. The impact-parameter integral then gives an excess of 5.08, about 5% above the wavenumber result of 4.85. The impulse formula itself also fails at close range. For this ion it gives $\Delta p\approx2v$, the largest momentum a free electron at rest can receive, already at $b=2\Lambda$, and impossible values closer in. Moreover, an electron wave cannot be aimed more finely than the inverse of the momentum available. The values of $Z_b$ at $2\Lambda$ and below therefore illustrate the field and do not label separate collisions.

## Boron in silicon

At 3 MeV a boron-11 ion has $v=3.315$. Bohr's stripping criterion says that electrons slower in their orbits than the ion are lost. Expressed roughly as a binding energy, the threshold is $v^2/2$, here 149.5 eV. Hartree-Fock orbital energies give 37.8 eV for the 2s electron of B$^{2+}$ and 259.7 eV for the 1s electrons of B$^{3+}$. The criterion therefore selects B$^{3+}$, with $N=2$ and $Q=3$.

The medium is the gas of silicon valence electrons, four per atom: $n=0.0296$, $\omega_p=0.610$ (16.6 eV) and $v_F=0.957$. The limits are $k_1=0.189$ and $k_2=6.459$, so $L=3.532$, $u_1=0.00093$ and $u_2=1.090$. Then

$$X=8\ln\frac{2.0902}{1.0009}-2\Big(\frac1{1.0009}-\frac1{2.0902}\Big)=5.89-1.04=4.85,$$

$$Z_{\rm eff}^2=9+\frac{4.85}{3.532}=10.37,\qquad Z_{\rm eff}=3.22 .$$

The stopping power from valence electrons is 638 eV/nm, against 553 eV/nm for a point charge of 3: an increase of 15%. It stays far from the nuclear value because even at the upper limit $k_2$ of this model $Z_k$ is only 4.04.

To locate the excess, divide the wavenumbers at $k=1/(4\Lambda)=1.55$. The range above supplies 92.5% of the excess, but only 40.5% of the stopping of a point charge. The size of the cloud gives a second handle. With $Q$, $v$ and the medium held fixed, halving $\Lambda$ lowers $Z_{\rm eff}$ to 3.07, and doubling it raises it to 3.51. A cloud too small to enter leaves the net charge; a wide one exposes the nucleus. Speed acts in the same direction: with two electrons kept, $Z_{\rm eff}$ is 3.18 at 2 MeV and 3.30 at 6 MeV.

## Where first order stops being enough

Two simplifications hardly matter here. The full Lindhard response of the electron gas gives $Z_{\rm eff}=3.224$. The Hartree-Fock form factor of B$^{3+}$, in the plasmon-pole medium, gives 3.218, although a statistical cloud has no obvious right to describe two electrons.

The linear response is a more serious matter, because $Q/v=0.905$ is not small. A comparison beyond first order treats target electrons as free particles at rest. In the ion's frame they arrive with flux $nv$ and lose forward momentum $v(1-\cos\theta)$, so $S=nv^2\sigma_{\rm tr}$, with the transport cross-section

$$\sigma_{\rm tr}=\frac{4\pi}{v^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})$$

obtained from the phase shifts $\delta_l$. The net charge is screened over 8.50 atomic units, a length chosen so that a point charge has the same $L$ as before in first order. The quantity $v^4\sigma_{\rm tr}/4\pi$ then replaces $\int Z_k^2dk/k$.

It comes out as 32.7 for the ion, 27.9 for a point charge of 3 and 3.495 for a unit charge, the last digit moving by about 0.001 with the radial mesh. The ion still exceeds the point charge of equal net charge, by 17 to 18%, so penetration survives strong scattering in this model. Measured against the unit charge, however, the point charge of 3 acts as only 2.82, and the ion as 3.06. Nonlinear scattering removes most of the margin that penetration creates. A proton-referenced effective charge mixes the two effects, and its position above $Q$ is not guaranteed outside first order. The value 3.06 depends on the screening length: a shorter one, $v/\omega_p=5.43$, gives 3.08. The static screening used here also omits the dynamic response of the medium to a strong charge, so the remaining 0.06 is too small to settle the sign for a real ion on valence electrons alone.

The 638 eV/nm is not the full stopping power: silicon also has 2s and 2p electrons. Entering them in the same formula, with their Hartree-Fock binding energies of 168 and 116 eV as excitation energies, roughly doubles the stopping. This estimate is probably much too high, since almost all transitions need more than the binding energy, typically about twice as much or more. These electrons respond mainly to close collisions, so they raise the first-order $Z_{\rm eff}$, in this rough estimate to about 3.34.

A real beam also exchanges electrons and carries a mixture of charge states. The model gives 4.05 for $Q=4$ (4.09 with the exact 1s density of B$^{4+}$) and 2.53 for $Q=2$, so a change of one unit in $Q$ moves the result more than any other correction considered here. For $Q=2$ the single length $\Lambda$ must represent both a compact 1s pair and a loosely bound 2s electron, and it does so poorly: the Hartree-Fock density of B$^{2+}$ gives about 2.80 in the same plasmon-pole medium. The step from $Q=3$ to $Q=2$ is then about 0.4 rather than 0.7, still larger than any of the other corrections.

Finally, the frozen cloud excludes energy spent on exciting the ion itself. A target electron at rest brings 149.5 eV into the ion's frame, and one moving head-on at the Fermi speed brings 248 eV. Both are below the 259.7 eV needed to remove a 1s electron. Excitation to a bound level costs less: the lowest one, the 1s2s triplet, needs about 197 eV in Hartree-Fock, and nearly a fifth of the valence electrons bring more than that. Collisions with silicon nuclei or with the faster inner electrons of silicon can also excite or ionise the ion. None of these losses is included. Most of the values behind these comparisons are collected in the numerical output.

## Calculated quantities

```
ion: boron-11, Z = 5, N = 2, Q = 3, mass 11.009 u
ion energy: 3.0 MeV
speed v: 3.315 atomic units
energy of an electron at speed v: 149.5 eV
same with Fermi speed added: 248.3 eV
HF binding, 2s of B2+: 37.8 eV
HF binding, 1s of B3+: 259.7 eV
silicon lattice parameter: 0.5431 nm
valence density: 199.8 per nm3 = 0.02960 a.u.
plasmon energy: 16.60 eV = 0.6099 a.u.
Fermi wavenumber kF: 0.9570 a.u.
kinetic coefficient c: 0.24005
repulsion weight w found: 0.5714 (4/7 = 0.5714)
cloud length Lam: 0.1617 a.u. = 0.00855 nm
k1, k2: 0.1889, 6.4588 a.u.
L = ln(k2/k1): 3.5322
u1, u2: 0.000932, 1.0902
Z_k at k1, k2: 3.0019, 4.0432
excess integral: 4.8494
Zeff^2: 10.3729
Zeff: 3.2207
stopping, ion: 637.9 eV/nm
stopping, point charge Q: 553.4 eV/nm
stopping ratio ion/point Q: 1.1525
Z_b at b = 0.5 Lam: 4.6564
Z_b at b = 1 Lam: 4.2038
Z_b at b = 2 Lam: 3.5595
Z_b at b = 4 Lam: 3.0999
b matched to k2: 1.075 Lam
excess integral from b picture: 5.084
split wavenumber 1/(4 Lam): 1.546 a.u.
share of excess above split: 92.5 %
share of point stopping above split: 40.5 %
Zeff with Lam/2, 2 Lam: 3.0699, 3.5123
Zeff at 2 MeV, same N: 3.1797
Zeff at 6 MeV, same N: 3.2993
Zeff for N = 1, Q = 4: 4.0490
Zeff for N = 3, Q = 2: 2.5310
negative ion Z=1, N=2, same v: Zeff = 0.6838
Lindhard medium: L = 3.5319, Zeff = 3.2238
HF form factor of B3+: Zeff = 3.2182
Si HF binding 2s, 2p: 168, 116 eV
Si 2s+2p added (rough): stopping +98 %
Si 2s+2p added (rough): Zeff = 3.336
coupling Q/v: 0.905
screening length, phase shifts: 8.502 a.u.
first-order log, screened ion: 36.823
phase-shift log, ion: 32.713
phase-shift log, point Q: 27.851
phase-shift log, unit charge: 3.495
phase shifts, ratio ion/point Q: 1.1746
phase shifts, ion vs unit charge: Zeff = 3.059
phase shifts, point Q vs unit: Zeff = 2.823
```
